**Picture-change error of the electric field at a heavy nucleus**

The program compares the field operator F = z/r³ in the four-component Dirac picture with the same, untransformed operator in the two-component picture. For a one-electron ion of nuclear charge Z in a weak uniform field E0, the true value is −E0/Z, and the bare operator adds a relative error that tends to (Zα)² for light ions, where α is the fine-structure constant. The program asserts the force theorem for Y, La, Lu and Bi ions, the light-ion coefficient, stability against a coarser basis, and the correct response of a two-component Hamiltonian rebuilt with the field source included. It also asserts that the dipole operator suffers far less than F. For a model 6s–6p hybrid in a screened lutetium potential, it asserts the commutator identity for the net force, the near-nuclear origin of the error, and its scaling with near-nuclear amplitude for the 5s–5p and 6s–6p pairs. The output shows an error of 26 % for the Lu ion and a loss of 81 % of the field for the valence hybrid. The valence model uses round parameters and a frozen core, so its absolute fields are orders of magnitude only.

## Verification by program

```python
# Result under test: a two-component state phi used with the bare operator
# F = z/r^3 (field of an electron at the nucleus) gives a picture-change error.
# In a one-electron ion in a weak uniform field E0 the true value is -E0/Z;
# the bare operator gives -(E0/Z)*(1 + (Z*alpha)^2 + higher orders).
# For valence s-p hybrids the error scales with the near-nuclear amplitudes.
# Atomic units. Z: nuclear charge, c: speed of light, kappa: Dirac angular number.
# Radial spinor (P, Q): upper and lower parts; Gaussian nuclear charge.
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import block_diag, eigh, qr, solve_triangular, svd
from scipy.special import erf

pc = const.physical_constants
alpha = const.alpha
c = 1.0 / alpha
bohr = pc["Bohr radius"][0]
to_MV_cm = pc["atomic unit of electric field"][0] / 1e8
to_eV_nm = pc["Hartree energy in eV"][0] / (bohr * 1e9)

step = 0.03
r = np.exp(np.arange(np.log(1e-11), np.log(300.0), step))
root_weight = np.sqrt(r * step)[:, None]
KAPPAS = (-1, 1, -2)                       # s1/2, p1/2, p3/2
ANGULAR = (-1.0 / 3.0, np.sqrt(2.0) / 3.0)  # <s1/2|cos|p1/2>, <s1/2|cos|p3/2>


def nucleus(Z, scale=1.0):
    """Potential energy, averaged field strength, exponent and rms radius."""
    radius = scale * 0.95e-15 * (2.5 * Z) ** (1 / 3) / bohr
    eta = 1.5 / radius**2
    er = erf(np.sqrt(eta) * r)
    field = er / r**2 - 2 * np.sqrt(eta / np.pi) * np.exp(-eta * r**2) / r
    return -Z * er / r, field, eta, radius


def exponents(low, high, ratio):
    count = int(np.ceil(np.log(high / low) / np.log(ratio))) + 1
    return low * ratio ** np.arange(count)


def basis(kappa, zetas):
    """Orthonormal upper and lower functions and the matrix of sigma.p."""
    l = kappa if kappa > 0 else -kappa - 1
    x = r[:, None]
    gauss = np.exp(-zetas * x**2) * root_weight
    P = x ** (l + 1) * gauss
    D = ((l + 1 + kappa) * x**l - 2 * zetas * x ** (l + 2)) * gauss
    norm = np.linalg.norm(P, axis=0)
    P, D = P / norm, D / norm
    upper, R = qr(P, mode="economic")
    D_upper = solve_triangular(R, D.T, trans="T").T
    lower = qr(D / np.linalg.norm(D, axis=0), mode="economic")[0]
    return upper, lower, lower.T @ D_upper


def element(left, func, right):
    return left.T @ (func[:, None] * right)


def dirac(parts, V):
    LL = block_diag(*[element(p[0], V, p[0]) for p in parts])
    SS = block_diag(*[element(p[1], V, p[1]) for p in parts])
    SL = c * block_diag(*[p[2] for p in parts])
    return np.block([[LL, SL.T], [SL, SS - 2 * c**2 * np.eye(len(SS))]])


def axial(parts, func):
    """Matrix of func(r)*cos(theta) between the s and p sectors."""
    n = parts[0][0].shape[1]
    blocks = []
    for k in (0, 1):
        M = np.zeros((3 * n, 3 * n))
        for j, a in enumerate(ANGULAR, start=1):
            m = a * element(parts[0][k], func, parts[j][k])
            M[:n, j * n:(j + 1) * n] = m
            M[j * n:(j + 1) * n, :n] = m.T
        blocks.append(M)
    return block_diag(*blocks)


def decouple(H):
    """Positive energies, four-component and two-component eigenvectors."""
    E, C = eigh(H)
    N = len(E) // 2
    assert E[N - 1] < -c**2 < E[N]
    C = C[:, N:]
    u, _, vt = svd(C[:N])
    return E[N:], C, u @ vt


def stark(Z, ratio=1.8, derivative=False):
    """Polarized one-electron ion: values divided by the applied field."""
    V, f, eta, _ = nucleus(Z)
    parts = [basis(k, exponents(0.02 * Z**2, 8 * eta, ratio)) for k in KAPPAS]
    E0 = 3e-4 * Z**3
    F, z = axial(parts, f), axial(parts, r)
    H = dirac(parts, V) + E0 * z
    _, C, Phi = decouple(H)
    N = len(Phi)
    psi, phi = C[:, 0], Phi[:, 0]
    out = {"true": psi @ F @ psi / E0, "bare": phi @ F[:N, :N] @ phi / E0,
           "z_true": psi @ z @ psi / E0, "z_bare": phi @ z[:N, :N] @ phi / E0}
    out["error"] = out["bare"] / out["true"] - 1
    if derivative:
        lam, values = 1e-3, []
        for sign in (1, -1):
            e, _, W = decouple(H + sign * lam * F)
            values.append(np.sum(e * (W.T @ phi) ** 2))
        out["slope"] = (values[0] - values[1]) / (2 * lam * E0)
    return out


def gradient(weighted, m):
    """(d/dr + m/r) of a radial function stored with its quadrature weight."""
    u = weighted / root_weight[:, 0]
    du = CubicSpline(np.log(r), u)(np.log(r), 1)
    return root_weight[:, 0] * (du + m * u) / r


def hybrid(n, Z=71, q=3.0, length=0.40, share=0.10, scale=1.0):
    """Field at the nucleus from an ns orbital with an np admixture."""
    Vn, f, eta, radius = nucleus(Z, scale)
    x = r / length
    V = Vn + (Z - q) * (2 + x) / (length * (1 + x) ** 2)
    core_slope = -(Z - q) * (3 + x) / (length**2 * (1 + x) ** 3)
    zetas = exponents(0.01, 8 * eta, 1.8)
    states = []
    for kappa, index in zip(KAPPAS, (n - 1, n - 2, n - 2)):
        part = basis(kappa, zetas)
        E, C, Phi = decouple(dirac([part], V))
        N = len(Phi)
        states.append((E[index], part[0] @ C[:N, index],
                       part[1] @ C[N:, index], part[0] @ Phi[:, index]))
    s = states[0]
    mix = 2 * np.sqrt(share * (1 - share))
    dens4, dens2, commutator = [], [], 0.0
    # last entry: gradient term that takes the lower p part to the lower s part
    for p, a, w, m in zip(states[1:], ANGULAR, np.sqrt([1 / 3, 2 / 3]), (-1, 2)):
        d4 = a * (s[1] * p[1] + s[2] * p[2])
        factor = mix * w * np.sign(np.sum(r * d4))
        dens4.append(factor * d4)
        dens2.append(factor * a * s[3] * p[3])
        grad = a * np.sum(s[1] * gradient(p[1], 1) + s[2] * gradient(p[2], m))
        commutator += factor * (p[0] - s[0]) * grad
    four, two = sum(dens4), sum(dens2)
    true, bare = np.sum(f * four), np.sum(f * two)
    inner, lobe = r < 0.05, r < 1 / Z
    error_half = np.sum(f * (dens2[0] - dens4[0]))   # p1/2 channel
    total_slope = Z * f + core_slope
    return {"true": true, "bare": bare, "error": bare / true - 1,
            "inner": np.sum((f * (two - four))[inner]) / (bare - true),
            "lobe": np.sum((f * four)[lobe]),
            "scaled": error_half / np.sum((f * dens4[0])[lobe]),
            "half": error_half / (bare - true),
            "pull": Z * true, "push": np.sum(core_slope * four),
            "net": np.sum(total_slope * four), "commutator": commutator,
            "net_bare": np.sum(total_slope * two),
            "energies": [st[0] for st in states], "radius": radius}


# Leading coefficient: light ions, extrapolated to Z*alpha = 0
light = np.array([4, 8, 16])
scaled = np.array([stark(Z)["error"] / (Z * alpha) ** 2 for Z in light])
intercept = np.polyfit(light * alpha, scaled, 2)[-1]
assert abs(intercept - 1) < 0.03   # remaining higher orders of Z*alpha

# Heavy ions: force theorem for the Dirac state, failure of the bare operator
names = {39: "Y", 57: "La", 71: "Lu", 83: "Bi"}
heavy = {Z: stark(Z, derivative=(Z == 71)) for Z in names}
for Z, res in heavy.items():
    assert abs(-Z * res["true"] - 1) < 5e-4   # finite basis
lu = heavy[71]
assert abs(lu["error"]) > 0.05
assert abs(lu["slope"] / lu["true"] - 1) < 5e-3   # finite difference
coarse = stark(71, ratio=2.1)["error"]
assert abs(coarse - lu["error"]) < 2e-3
z_error = lu["z_bare"] / lu["z_true"] - 1
assert abs(z_error) < 0.2 * abs(lu["error"])

# Valence hybrid in a screened lutetium potential
val = hybrid(6)
val5 = hybrid(5)
# same near-nuclear shape for both shells: orbital energies << potential there
assert abs(val["scaled"] / val5["scaled"] - 1) < 0.02
assert abs(val["inner"] - 1) < 0.2
# net force is a small difference of large terms: error measured against the pull
assert abs(val["net"] - val["commutator"]) < 2e-3 * abs(val["pull"])
assert abs(val["net"]) < 0.2 * abs(val["pull"])
assert abs(val["net_bare"]) > 5 * abs(val["net"])
long_screen = hybrid(6, length=0.44)
large_nucleus = hybrid(6, scale=1.1)

eV = pc["Hartree energy in eV"][0]
print("LIGHT IONS: relative error / (Z alpha)^2")
for Z, value in zip(light, scaled):
    print(f"  Z = {Z}: {value:.4f}")
print(f"  extrapolated to Z alpha = 0: {intercept:.4f}")
print("HEAVY ONE-ELECTRON IONS: F/E0 (dimensionless)")
for Z, res in heavy.items():
    print(f"  {names[Z]} Z={Z}: theorem {-1/Z:.6f}, Dirac {res['true']:.6f},"
          f" bare {res['bare']:.6f}")
    print(f"    relative error {100*res['error']:.2f} %,"
          f" (Z alpha)^2 = {100*(Z*alpha)**2:.2f} %")
print(f"Lu slope of rebuilt 2c Hamiltonian / E0: {lu['slope']:.6f}")
print(f"Lu force on nucleus / E0: Dirac {71*(1+lu['true']):.4f},"
      f" bare {71*(1+lu['bare']):.4f}, ion charge {71-1}")
print(f"Lu error with coarser basis: {100*coarse:.2f} %")
print(f"Lu error of dipole operator z: {100*z_error:.4f} %")
print("LUTETIUM VALENCE MODEL: q = 3, screening 0.40 bohr, 10 % p share")
print(f"  screening length: {0.40*bohr*1e9:.4f} nm")
print(f"  nuclear rms radius: {val['radius']*bohr*1e15:.2f} fm")
print(f"  Compton length 1/c: {alpha:.5f} bohr")
for label, energy in zip(("6s1/2", "6p1/2", "6p3/2"), val["energies"]):
    print(f"  {label} energy: {energy*eV:.2f} eV")
print(f"  field, Dirac: {val['true']:.5f} a.u. ="
      f" {val['true']*to_MV_cm:.4g} MV/cm")
print(f"  part of it from r < 1/Z: {val['lobe']:.5f} a.u.")
print(f"  field, bare operator: {val['bare']:.5f} a.u. ="
      f" {val['bare']*to_MV_cm:.4g} MV/cm")
print(f"  picture-change error: {val['bare']-val['true']:.5f} a.u. ="
      f" {100*val['error']:.1f} % of the Dirac field")
print(f"  relative error for 5s-5p hybrid: {100*val5['error']:.1f} %")
print(f"  p1/2 error / its Dirac field from r < 1/Z:"
      f" 6s-6p {val['scaled']:.4f}, 5s-5p {val5['scaled']:.4f}")
print(f"  share of error from r < 0.05 bohr: {100*val['inner']:.1f} %")
print(f"  share of error from the 6p1/2 part: {100*val['half']:.1f} %")
print(f"  pull on nucleus, Dirac: {val['pull']*to_eV_nm:.5g} eV/nm")
print(f"  push on frozen core, Dirac: {val['push']*to_eV_nm:.5g} eV/nm")
print(f"  net force, Dirac: {val['net']*to_eV_nm:.4g} eV/nm")
print(f"  net force from commutator: {val['commutator']*to_eV_nm:.4g} eV/nm")
print(f"  net force, bare operator: {val['net_bare']*to_eV_nm:.5g} eV/nm")
print("SENSITIVITY OF THE VALENCE MODEL")
print(f"  screening length +10 %: field {long_screen['true']:.5f} a.u.,"
      f" error {long_screen['bare']-long_screen['true']:.5f} a.u.")
print(f"  nuclear radius +10 %: field {large_nucleus['true']:.5f} a.u.,"
      f" error {large_nucleus['bare']-large_nucleus['true']:.5f} a.u.")
print("tests ok")
```

Printed output:

```
LIGHT IONS: relative error / (Z alpha)^2
  Z = 4: 0.9690
  Z = 8: 0.9443
  Z = 16: 0.9079
  extrapolated to Z alpha = 0: 0.9980
HEAVY ONE-ELECTRON IONS: F/E0 (dimensionless)
  Y Z=39: theorem -0.025641, Dirac -0.025641, bare -0.027446
    relative error 7.04 %, (Z alpha)^2 = 8.10 %
  La Z=57: theorem -0.017544, Dirac -0.017544, bare -0.020263
    relative error 15.50 %, (Z alpha)^2 = 17.30 %
  Lu Z=71: theorem -0.014085, Dirac -0.014085, bare -0.017707
    relative error 25.72 %, (Z alpha)^2 = 26.84 %
  Bi Z=83: theorem -0.012048, Dirac -0.012048, bare -0.016697
    relative error 38.59 %, (Z alpha)^2 = 36.68 %
Lu slope of rebuilt 2c Hamiltonian / E0: -0.014084
Lu force on nucleus / E0: Dirac 70.0000, bare 69.7428, ion charge 70
Lu error with coarser basis: 25.72 %
Lu error of dipole operator z: 0.0574 %
LUTETIUM VALENCE MODEL: q = 3, screening 0.40 bohr, 10 % p share
  screening length: 0.0212 nm
  nuclear rms radius: 5.34 fm
  Compton length 1/c: 0.00730 bohr
  6s1/2 energy: -39.90 eV
  6p1/2 energy: -31.39 eV
  6p3/2 energy: -28.96 eV
  field, Dirac: 0.10133 a.u. = 521.1 MV/cm
  part of it from r < 1/Z: -0.14840 a.u.
  field, bare operator: 0.01953 a.u. = 100.4 MV/cm
  picture-change error: -0.08181 a.u. = -80.7 % of the Dirac field
  relative error for 5s-5p hybrid: -112.3 %
  p1/2 error / its Dirac field from r < 1/Z: 6s-6p 1.2732, 5s-5p 1.2727
  share of error from r < 0.05 bohr: 99.6 %
  share of error from the 6p1/2 part: 81.6 %
  pull on nucleus, Dirac: 3699.7 eV/nm
  push on frozen core, Dirac: -3643.5 eV/nm
  net force, Dirac: 56.12 eV/nm
  net force from commutator: 56.12 eV/nm
  net force, bare operator: -2929.9 eV/nm
SENSITIVITY OF THE VALENCE MODEL
  screening length +10 %: field 0.12129 a.u., error -0.11176 a.u.
  nuclear radius +10 %: field 0.10133 a.u., error -0.08154 a.u.
tests ok
```
